# Formation energy of a charged oxygen vacancy with consistent signs, part 2

We seek the formation energy of an oxygen vacancy $V^q$ of charge $+q$ ($q=0,1,2$, in elementary charges) in a gate oxide that exchanges oxygen and electrons with reservoirs. The electrostatic potential $\varphi$ refers to a positive charge; an electron has energy $-\varphi$. Vibrations of the solid are neglected. The formation energy is

$$E_f(q)=D_q+\mu_{\mathrm O}+q(E_V+E_F),\qquad D_q=E[V^q]-E[\text{host}],$$

with $\mu_{\mathrm O}=\tfrac12E(\mathrm{O_2})+\Delta\mu_{\mathrm O}$. Here $E[V^q]$ refers to one isolated vacancy, $E[\text{host}]$ to the perfect oxide, $E_V$ is the host's valence edge, and $E_F$ is the Fermi level above it. An oxide $\mathrm{MO}_y$ with formation energy $H$ per formula unit survives if $\Delta\mu_{\mathrm O}\ge H/y$.

With $A_q$ the value of $E_f(q)$ at $E_F=0$, the transition levels are $\varepsilon(q+1/q)=A_q-A_{q+1}$, and $V^+$ has a range of stability if $U=A_0+A_2-2A_1>0$.

For non-interacting (dilute) vacancies, the fraction of oxygen sites in state $q$ is

$$x_q=\frac{g_qe^{-E_f(q)/kT}}{1+\sum_{q'}g_{q'}e^{-E_f(q')/kT}},$$

with $g_0=g_2=1$ and $g_1=2$. In a slowly varying potential $\varphi(z)$ at depth $z$, the local Fermi level is $E_F(z)=\mu_e-E_V+\varphi(z)$, where $\mu_e$ is the electron chemical potential.

In the numerical output at the end, the reservoir test compares this fraction formula with direct enumeration for a 60-site host and finite reservoirs. The chain test uses a ring of eight metal and eight oxygen sites, with one oxygen site removed, to check that a constant potential leaves $E_f$ unchanged.

A supercell calculation repeats the vacancy periodically, so we write

$$E[V^q]=E_{\text{per}}[V^q]+E_{\text{corr}},$$

where $E_{\text{corr}}$ is added to the periodic result.

**Q.** A periodic array of positive charges has infinite energy per cell. What does the calculation report?

**A.** It omits the Fourier component $\mathbf G=0$ of the Coulomb energy. This is equivalent to a uniform background of charge density $-q/\Omega$, with $\Omega=L^3$ the volume of a cubic cell, and to a potential whose cell average is zero.

I use atomic units, and make these assumptions about the defect. Its charge density $\rho(\mathbf r)$, the change relative to the host before the host's linear response, has integral $q$, is localized well inside the cell, is spherical, and has the same shape in every cell size. The host responds linearly, for the present with one dielectric constant $\epsilon$ at all distances. If the ions relax, $\epsilon$ includes their response.

**Q.** The total energy contains much more than the Coulomb energy of $\rho$. Why should only that part need correcting?

**A.** Introduce the defect charge gradually, as $\lambda\rho$ with $\lambda$ from 0 to 1. The potential acting on it is $\varphi_h+\lambda\varphi$, where $\varphi_h$ belongs to the host and $\varphi$ is the screened potential caused by $\rho$. The work is

$$\int_0^1 d\lambda\int\rho\,(\varphi_h+\lambda\varphi)\,d^3r
=\int\rho\varphi_h\,d^3r+\frac12\int\rho\varphi\,d^3r .$$

The first term is the same in the supercell and for the isolated defect, because $\varphi_h$ is the same function near the defect. The background adds $-(q/\Omega)\int\varphi_h\,d^3r$, which vanishes because $\varphi_h$ has zero average. Short-range energies are taken to be equal as well, since the defect has the same shape. What differs is the last term.

This also settles where $E_V$ comes from. It must be taken from the perfect host with the same zero-average convention, since a constant in $\varphi_h$ contributes $q$ times that constant to the first term and is cancelled by $qE_V$.

**Q.** Write the two self-energies explicitly.

**A.** Let $\rho(\mathbf k)=\int\rho\,e^{-i\mathbf k\cdot\mathbf r}d^3r$ for one defect. Poisson's equation gives

$$\varphi(\mathbf r)=\frac1\Omega\sum_{\mathbf G\ne0}\frac{4\pi\rho(\mathbf G)}{\epsilon G^2}e^{i\mathbf G\cdot\mathbf r}.$$

Multiplication by $\rho/2$ and integration gives

$$E_{\text{per}}=\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{|\rho(\mathbf G)|^2}{\epsilon G^2}.$$

The background does not contribute a further term, because $\varphi$ averages to zero. For an isolated defect the sum becomes $\Omega\int d^3k/(2\pi)^3$, and $d^3k=4\pi k^2dk$:

$$E_{\text{iso}}=2\pi\int\frac{4\pi k^2dk}{8\pi^3}\frac{|\rho(k)|^2}{\epsilon k^2}
=\frac1\pi\int_0^\infty\frac{|\rho(k)|^2}{\epsilon}\,dk .$$

From here on $E_{\text{per}}$ and $E_{\text{iso}}$ without a bracket denote these self-energies, and $E_{\text{corr}}=E_{\text{iso}}-E_{\text{per}}$.

**Q.** A sum minus an integral does not tell me the sign. Can you find it in real space?

**A.** Take a lattice of unit point charges in vacuum with its background. Its potential obeys $\nabla^2\varphi_1=-4\pi(\delta(\mathbf r)-1/\Omega)$ in the central cell. Remove $1/r$. The remainder has Laplacian $4\pi/\Omega$, and since $\nabla^2r^2=6$, one solution is $2\pi r^2/(3\Omega)$. What is left is a regular harmonic function with cubic symmetry, namely a constant and terms $h$ of angular momentum four and higher:

$$\varphi_1(\mathbf r)=\frac1r-\frac{\alpha}{L}+\frac{2\pi r^2}{3\Omega}+h(\mathbf r).$$

The constant defines $\alpha$. With overlap of neighbouring images neglected,

$$E_{\text{per}}-E_{\text{iso}}=\frac1{2\epsilon}\iint\rho(\mathbf r)\rho(\mathbf r')
\left[-\frac\alpha L+\frac{2\pi|\mathbf r-\mathbf r'|^2}{3\Omega}+h(\mathbf r-\mathbf r')\right]d^3r\,d^3r' .$$

The mean of a harmonic function over a sphere is its value at the centre. Using this for $\mathbf r'$ and then $\mathbf r$ replaces $h$ by $h(0)=0$. In $|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$ the last term integrates to zero for a spherical charge, and the first two give $2qQ$, with $Q=\int\rho r^2d^3r$. Changing the overall sign,

$$E_{\text{corr}}=\frac{q^2\alpha}{2\epsilon L}-\frac{2\pi qQ}{3\epsilon\Omega}.$$

**Q.** And $\alpha$? Its sign decides everything.

**A.** Surround each point charge by a Gaussian cloud of opposite charge, and add the clouds back in reciprocal space. With any width parameter $\eta$,

$$\varphi_1(\mathbf r)=\sum_{\mathbf R}\frac{\mathrm{erfc}(\eta|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}
+\frac{4\pi}\Omega\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}e^{i\mathbf G\cdot\mathbf r}-\frac{\pi}{\eta^2\Omega}.$$

The last term removes the average of the first, since $\int_0^\infty4\pi r\,\mathrm{erfc}(\eta r)dr=\pi/\eta^2$. Near the origin $\mathrm{erfc}(\eta r)/r\to1/r-2\eta/\sqrt\pi$, so

$$-\frac\alpha L=\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(\eta R)}R+\frac{4\pi}\Omega\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}-\frac\pi{\eta^2\Omega}-\frac{2\eta}{\sqrt\pi}.$$

Evaluation gives $\alpha=2.837297$, and the test finds the same value for two choices of $\eta$. It is positive: the attraction to the background outweighs the repulsion between images. The leading correction therefore raises the energy of a charged vacancy.

**Q.** Your second term needs $Q$ of the actual defect. I only have a potential from the calculation.

**A.** Then use a model charge $\rho_m$ of the same total $q$ and known second moment $Q_m$. Write $\rho=\rho_m+\nu$. The remainder $\nu$ is neutral and spherical, so its isolated potential vanishes outside it. Its transform at small $k$ is $\nu(k)\simeq-k^2Q_\nu/6$, with $Q_\nu=Q-Q_m$; the factor $1/6$ is $\tfrac12$ from the exponential times $\tfrac13$ from the angular average. The space integral of its potential is the limit

$$\lim_{k\to0}\frac{4\pi\nu(k)}{\epsilon k^2}=-\frac{2\pi Q_\nu}{3\epsilon}.$$

The supercell convention subtracts the average, which is this integral divided by $\Omega$. Far from the defect, where the isolated potential was zero, there remains

$$c=+\frac{2\pi(Q-Q_m)}{3\epsilon\Omega}.$$

This is a measurable offset: the defect-induced potential (charged cell minus host cell) minus the periodic potential of the model charge, taken far from the defect. Inserting $Q=Q_m+(Q-Q_m)$ in $E_{\text{corr}}$ gives

$$E_{\text{corr}}=E_{\text{img}}-qc,\qquad
E_{\text{img}}=\frac{q^2\alpha}{2\epsilon L}-\frac{2\pi qQ_m}{3\epsilon\Omega}.$$

**Q.** I have seen the alignment term with a plus sign.

**A.** The sign depends on what is plotted. For the potential energy of an electron, $V=-\varphi$, the offset is $\Delta V=-c$, and the same term reads $+q\Delta V$. Together,

$$E_f(q)=E_{\text{per}}[V^q]-E[\text{host}]+\mu_{\mathrm O}+q(E_V+E_F)+E_{\text{img}}-qc .$$

**Q.** Show me numbers, including one in which a wrong sign would be visible.

**A.** I take a model oxide with round parameters: $\epsilon=20$, gap 6 eV, $L=10$ Å. The defect charge is $q$ times an equal mixture of two Gaussians of widths 0.7 and 1.4 Å, so $Q/q=3.675$ Å$^2$. The model charge is one Gaussian of width 0.5 Å, with $Q_m/q=0.75$ Å$^2$. In eV and Å each Coulomb expression is multiplied by 14.3996 eV Å. For $q=2$,

$$\frac{14.3996\times4\times2.837297}{2\times20\times10}=0.4086\ \text{eV},$$

$$c=\frac{14.3996\times2\pi\times2\,(3.675-0.75)}{3\times20\times1000}=0.0088\ \text{V}.$$

The model's second moment reduces the first number to $E_{\text{img}}=0.4040$ eV, and

$$E_{\text{corr}}=0.4040-2(0.0088)=0.3864\ \text{eV}.$$

The definition gives $E_{\text{iso}}-E_{\text{per}}=0.8022-0.4158=0.3864$ eV, from quadrature and a reciprocal sum. With the alignment sign reversed the result would be too large by $2qc=0.035$ eV.

**Q.** Continue to the formation energy.

**A.** The short-range parts of $D_q$ are chosen as 11.4, 5.3 and $-1.1$ eV for $q=0,1,2$, with $E_V=3.0$ eV and $\tfrac12E(\mathrm{O_2})=-5.0$ eV. Adding the periodic self-energy plays the role of a raw supercell result; the neutral vacancy has none in this model. At $E_F=0$ and $\Delta\mu_{\mathrm O}=0$,

$$E_f^{\text{raw}}(2)=(-1.1+0.4158)-5.0+2(3.0)=0.316\ \text{eV},$$

$$E_f(2)=0.316+0.386=0.702\ \text{eV}.$$

For cell edges of 10, 15 and 20 Å the raw values are 0.316, 0.436 and 0.501 eV. The corrected value is 0.702 eV in all three.

**Q.** A shift of 0.4 eV in one charge state may be harmless. Does any conclusion change?

**A.** Here the order of the transition levels changes. The corrected values for $q=0,1,2$ are 6.400, 3.501 and 0.702 eV, and therefore

$$\varepsilon(2{+}/+)=3.501-0.702\simeq2.80\ \text{eV},\qquad
\varepsilon(+/0)=6.400-3.501\simeq2.90\ \text{eV}.$$

$V^+$ is stable in a window of 0.10 eV. The raw values 6.400, 3.404 and 0.316 eV put these levels at 3.09 and 3.00 eV, in reverse order, so $V^+$ would never be stable. The reason follows from $E_{\text{corr}}\propto q^2$, which holds because $Q\propto q$ here. The correction to $U$ is

$$E_{\text{corr}}(2)-2E_{\text{corr}}(1)=0.386-2(0.097)\simeq0.19\ \text{eV},$$

and it takes $U$ from $-0.09$ to $+0.10$ eV. The parameters place this vacancy close to $U=0$; for a large $|U|$ the order would survive.

**Q.** What does a scavenging gate stack do to it?

**A.** Put the Fermi level at $E_F=2$ eV. For $V^{2+}$,

$$\Delta\mu_{\mathrm O}=0:\quad E_f=0.702+2(2)=4.702\ \text{eV},$$

$$\Delta\mu_{\mathrm O}=-4\ \text{eV}:\quad E_f=4.702-4=0.702\ \text{eV}.$$

The second value repeats the earlier 0.702 eV because $-4+2(2)=0$. The oxide must have $H/y\le-4$ eV to withstand such a reservoir. In the same reservoir $E_f(2)$ reaches zero at $E_F=(4-0.702)/2\simeq1.65$ eV. Below that, vacancies form without cost, the dilute assumption fails, and the formula no longer predicts their number. Even above it, uncompensated $V^{2+}$ raises the local potential and with it $E_F(z)$. At $E_F=2$ eV and 1000 K the formula gives a fraction of $3\times10^{-4}$; with 0.058 oxygen sites per Å$^3$ in a 5 nm film whose faces are held at fixed potential, the space charge raises the potential at the centre by about 0.04 V and lowers the fraction there to $1\times10^{-4}$.

**Q.** You assumed a single $\epsilon$ down to the smallest distances. No solid screens like that.

**A.** The assumption does fail at short distances, and the effect on the correction can be derived. Suppose

$$\frac1{\epsilon(k)}=\frac1{\epsilon_0}+bk^2+\dots$$

at small $k$, with $\epsilon_0$ the long-wavelength constant. Divided by $k^2$, the deviation from $1/\epsilon_0$ tends to $b$, and I assume that it represents a short-range interaction. If the $\mathbf G=0$ term were kept, the lattice sum of a short-range interaction would equal its isolated value, apart from small overlap. The supercell omits that term, which for the energy is

$$\frac1{2\Omega}\,4\pi q^2b=\frac{2\pi q^2b}\Omega .$$

So the true correction contains an additional $+2\pi q^2b/\Omega$. For the potential the omitted term is $4\pi qb/\Omega$, hence $c$ changes by $-4\pi qb/\Omega$, and $-qc$ gains $+4\pi q^2b/\Omega$, twice what is needed. Therefore

$$E_{\text{corr}}=E_{\text{img}}-qc-\frac{2\pi q^2b}{\Omega},$$

where $E_{\text{img}}$ is evaluated with $\epsilon_0$.

**Q.** Why did the factor of two not appear with the neutral remainder $\nu$?

**A.** There the energy is a cross term between $\nu$ and the net charge. It occurs twice in $|\rho|^2$, which cancels the $\tfrac12$ of the self-energy. The $b$-term is the net charge acting on itself through the host, and it keeps its $\tfrac12$.

**Q.** Is it large enough to matter?

**A.** Take

$$\frac1{\epsilon(k)}=\frac1{\epsilon_0}+\left(1-\frac1{\epsilon_0}\right)\frac{k^2}{k^2+\kappa^2},$$

which passes from $\epsilon_0=20$ at long wavelengths to no screening at short ones. With $\kappa=2$ Å$^{-1}$, $b=0.95/4=0.2375$ Å$^2$. For $q=2$ and $L=10$ Å the excess should be

$$\frac{14.3996\times2\pi\times4\times0.2375}{1000}=0.086\ \text{eV}.$$

The direct calculation gives a true correction of 0.472 eV, while $E_{\text{img}}-qc$, with $c$ read at the cell corner, gives 0.558 eV (at the face centre, only 5 Å from the defect, the short-range tail has not yet decayed and the value is 0.539 eV). For the corner the difference is the predicted 0.086 eV, or 18% of the true correction. It falls as $1/L^3$, so a second, larger cell can reveal it.

**Q.** And when is the whole correction inapplicable?

**A.** When the charge is not contained in the cell. If an electron or hole has spread into a band state, $\rho$ changes with $L$, its images overlap, and no region exists in which $c$ could be read as a constant. The expansion about a localized charge then has no basis. For a localized but aspherical charge, the dipole and the terms in $h$ that I averaged away have to be evaluated. Reading $c$ also needs more care. If the model charge lacks the dipole or quadrupole of the defect, the remainder $\nu$ has a potential outside itself, and the offset depends on where in the cell it is read.

## Calculated quantities

```
RESERVOIR TEST (q = 0, 1, 2)
kT = 0.10 eV, host sites = 60
mu_O = -5.2298 eV, mu_e = 2.9153 eV
E[V^q]-E[host] (eV): 5.4  2.5  -0.4
formation energies (eV): 0.1702  0.1855  0.2008
site fractions, enumeration: 0.11184  0.19200  0.08241
site fractions, formula:     0.11185  0.19201  0.08241
CHAIN TEST
defect level above valence edge = 2.0953 eV
host gap = 4.0000 eV, potential shift = 0.7 V
MODEL OXIDE INPUTS
dielectric constant = 20, gap = 6.0 eV
E_V = 3.0 eV, half E(O2) = -5.0 eV
short-range energy differences, q=0,1,2 (eV): 11.4  5.3  -1.1
actual charge (weight, width in angstrom): [(0.5, 0.7), (0.5, 1.4)]
model charge (weight, width in angstrom): [(1.0, 0.5)]
Q/q actual = 3.6750 angstrom^2
Q/q model = 0.7500 angstrom^2
e^2/(4 pi eps_vac) = 14.3996 eV angstrom
alpha = 2.837297
CORRECTION, cell edge 10 angstrom
q=1: E_per = 0.1040 eV, E_iso = 0.2006 eV
q=1: point-charge term = 0.1021 eV
q=1: E_img(model) = 0.1010 eV, c = 0.00441 V
q=1: -q c = -0.0044 eV, E_corr = 0.0966 eV
q=2: E_per = 0.4158 eV, E_iso = 0.8022 eV
q=2: point-charge term = 0.4086 eV
q=2: E_img(model) = 0.4040 eV, c = 0.00882 V
q=2: -q c = -0.0176 eV, E_corr = 0.3864 eV
E_f(q=2) at E_F = 0, delta mu_O = 0
edge 10 angstrom: raw 0.3158 eV, corrected 0.7022 eV
edge 15 angstrom: raw 0.4364 eV, corrected 0.7022 eV
edge 20 angstrom: raw 0.5007 eV, corrected 0.7022 eV
FORMATION ENERGIES (eV), q = 0, 1, 2, edge 10 angstrom
raw, E_F=0, delta mu_O=0:       6.400  3.404  0.316
corrected, E_F=0, delta mu_O=0: 6.400  3.501  0.702
corrected, E_F=2 eV, delta mu_O=0 eV: 6.400  5.501  4.702
corrected, E_F=2 eV, delta mu_O=-4 eV: 2.400  1.501  0.702
TRANSITION LEVELS above valence edge (eV): (2+/+), (+/0)
raw:       3.088  2.996
corrected: 2.798  2.899
stable charges in gap, raw: [0, 2]
stable charges in gap, corrected: [0, 1, 2]
K-DEPENDENT SCREENING, q=2, edge 10 angstrom
kappa = 2.0 1/angstrom, b = 0.2375 angstrom^2
true correction = 0.4723 eV, recipe = 0.5583 eV
predicted excess of recipe = 0.0860 eV
```
